Why the untruncated Thompson spectrum has no finite mean energy

Suppose that the kinetic energy carried to a growing film by sputtered atoms, which is one part of the film's heat load, is estimated as the arrival rate times a mean energy, and that U/2 is used for the mean, where U is the surface binding energy of the target. For U = 4 eV this assigns 2 eV to each atom. The same spectrum, cut off at a few hundred electronvolts, gives a mean near 20 eV, so the estimate of this part is too small by a factor of about ten. Integrating the spectrum numerically on an energy grid does not by itself cure the fault: without a physical upper limit, the answer depends on where the grid ends.

The energy U/2 is the position of the maximum of the Thompson spectrum. It is not the mean, and the mean of the spectrum without an upper limit is infinite.

**A counter-example with a finite cutoff**

Let E be the kinetic energy of a sputtered atom outside the target. The Thompson spectrum of the particle flux, summed over emission angles, is

f(E) = 2UE/(E + U)³, E > 0.

Here f(E) dE is the fraction of emitted atoms with energies between E and E + dE. The mean is first taken in this sense, as an average per atom crossing a plane outside the target.

Take round model parameters: U = 4 eV, an ion energy of 500 eV, and a largest fractional energy transfer γ = 0.8 from the ion to a target atom in one collision. The largest energy an atom at rest can receive in a single collision with the ion is then

Λ = 0.8 × 500 eV = 400 eV.

Repeated collisions could in principle give an atom more, but the model takes Λ as the upper limit inside the target. Leaving the target costs U, so the cutoff outside is

E_m = Λ − U = 396 eV.

As the simplest finite model, keep f(E) unchanged up to E_m and set it to zero above. The mean is the energy integral divided by the fraction of the original spectrum that is kept.

Measure energy in units of U by writing e = E/U and x = E_m/U, and put s = 1 + e. Since f(E) dE = 2e de/(1 + e)³, the fraction kept is

F(x) = 2 ∫₀ˣ e/(1 + e)³ de
= 2 ∫₁^(1+x) (s − 1)/s³ ds
= 2 ∫₁^(1+x) (1/s² − 1/s³) ds
= 2 [−1/s + 1/(2s²)]₁^(1+x)
= 1 − 2/(1 + x) + 1/(1 + x)²
= [x/(1 + x)]².

The last step recognizes the square of 1 − 1/(1 + x). As x → ∞, F → 1, which confirms that the factor 2U normalizes f.

The energy integral contains one more factor E = Ue. Write it as U G(x), with

G(x) = 2 ∫₀ˣ e²/(1 + e)³ de
= 2 ∫₁^(1+x) (s − 1)²/s³ ds
= 2 ∫₁^(1+x) (1/s − 2/s² + 1/s³) ds
= 2 [ln s + 2/s − 1/(2s²)]₁^(1+x).

At the lower limit the bracket equals 0 + 2 − 1/2 = 3/2. Therefore

G(x) = 2 [ln(1 + x) + 2/(1 + x) − 1/(2(1 + x)²) − 3/2].

In the example x = 396/4 = 99 and 1 + x = 100, so that

F = (99/100)² = 0.9801,

G = 2 (4.60517 + 0.02 − 0.00005 − 1.5) = 6.2502.

The mean of the cut spectrum is

⟨E⟩ = U G/F = 4 eV × 6.2502/0.9801 = 25.5 eV,

or 0.937 hartree. This is 12.75 times U/2. Compared with the uncut formula, the cutoff has only removed the most energetic atoms. It is still a generous limit for a real target: an atom that receives Λ moves inward, and turning it outward costs energy. At normal incidence, with an ion lighter than the target atom, two binary collisions eject an atom with at most about 180 eV. A sharp cut there gives a mean near 20 eV, still ten times U/2.

The size of the mean comes from a minority of atoms. Consider those above 10U = 40 eV. The same formulas at x = 10 give F = 0.8264 and G = 2.151. The share of atoms above 40 eV is 1 − 0.8264/0.9801, or 15.7 %, and their share of the energy is 1 − 2.151/6.2502, or 65.6 %. About one atom in six carries about two thirds of the energy.

One can also ask which cutoff would make the mean equal to U/2. Raising the cutoff adds atoms more energetic than all those already included, so the mean increases steadily and there is one solution. Solving G(x)/F(x) = 1/2 numerically by a bracketing root search gives x = 0.902, or E_m = 3.6 eV. The retained fraction would be (0.902/1.902)² ≈ 0.22. To make U/2 the mean, one would have to discard about 78 % of the emitted atoms.

**The correct statement**

For the untruncated Thompson flux spectrum with U > 0:

1. The most probable energy is U/2.
2. The median energy is (1 + √2)U.
3. The mean energy is infinite.
4. If the spectrum is cut sharply at E_m and normalized again, its mean for E_m ≫ U is

⟨E⟩ ≈ 2U [ln(E_m/U) − 3/2].

The third statement concerns an idealized spectrum. No sputtered atom has infinite energy, and a real cascade has a finite energy supply. The divergence says that the spectral formula alone does not fix a mean: an upper limit, and the way the spectrum approaches it, must be supplied as well.

**Where the spectrum comes from**

The model assumes an isotropic collision cascade below a planar surface. Let Eᵢ be the energy of an atom just inside the surface and θᵢ the angle between its velocity and the outward normal. The internal flux through the surface, per unit energy and solid angle, is taken to be

dJ ∝ (cosθᵢ/Eᵢ²) dEᵢ dΩᵢ.

The factor cosθᵢ converts an isotropic population into a flux through a plane. The factor 1/Eᵢ² is the slowing-down law assumed for the cascade. It is the m = 0 case of the law 1/Eᵢ^(2−2m) for power-law cross sections, which gives E/(E + U)^(3−2m) outside. Screened Coulomb potentials suggest m of order 0.2 for metal atoms at tens to hundreds of electronvolts. With m = 0.2 the maximum moves to U/(2 − 2m) = 2.5 eV, the mean for a sharp cut at 396 eV rises from 25.5 to 46 eV, and the mean grows as a power of the cutoff instead of its logarithm. The numbers and the logarithmic law in this text hold for m = 0.

The surface is a planar barrier. It removes U from the energy of normal motion and leaves the parallel motion unchanged. With θ the emission angle outside,

E cos²θ = Eᵢ cos²θᵢ − U,

E sin²θ = Eᵢ sin²θᵢ.

Adding these equations gives E = Eᵢ − U, hence Eᵢ = E + U and dEᵢ = dE. Differentiating the second equation with respect to angle at fixed energy gives

E sinθ cosθ dθ = Eᵢ sinθᵢ cosθᵢ dθᵢ.

The azimuth φ does not change at the barrier. Multiplying by dφ and using dΩ = sinθ dθ dφ gives

E cosθ dΩ = Eᵢ cosθᵢ dΩᵢ.

Holding the energy fixed is allowed here because Eᵢ depends on E alone, so the Jacobian of the change of variables is the product of the energy factor and the angular factor. Substitution into the flux yields

dJ ∝ (1/Eᵢ³) Eᵢ cosθᵢ dEᵢ dΩᵢ = E cosθ/(E + U)³ dE dΩ.

Integration over the outward hemisphere multiplies this by ∫cosθ dΩ = π, which is independent of energy. Normalization then gives f(E).

The barrier shapes the low-energy side: the factor E makes the flux vanish at E = 0. At E ≫ U the barrier hardly matters and f ≈ 2U/E², so the tail is the slowing-down law of the cascade itself.

**Proof of the statement**

For the maximum, differentiate E/(E + U)³:

d/dE [E/(E + U)³] = 1/(E + U)³ − 3E/(E + U)⁴
= (U − 2E)/(E + U)⁴.

The derivative is positive below U/2 and negative above it, so the maximum is at U/2. With U = 4 eV it lies at 2 eV.

For the median, set the cumulative fraction equal to one half:

[E/(E + U)]² = 1/2.

Taking the positive root gives √2 E = E + U, so

E = U/(√2 − 1) = (1 + √2)U.

This is 9.66 eV in the example. The fraction below the maximum is [(1/2)/(3/2)]² = 1/9, so about 89 % of the atoms are faster than the most probable energy suggests. The median is finite because it depends on how many atoms lie in the tail, not on how far out they lie.

For the mean, a lower bound suffices. When E ≥ U, one has E + U ≤ 2E, and therefore

E f(E) = 2UE²/(E + U)³ ≥ 2UE²/(8E³) = U/(4E).

The energy integral from U to any E_m > U is then at least

∫_U^(E_m) U/(4E) dE = (U/4) ln(E_m/U),

which grows without limit. The integrand is nowhere negative, so nothing can cancel this growth, and the mean is infinite.

The bound proves the divergence but does not give its true coefficient. That follows from G and F. For large x,

ln(1 + x) = ln x + 1/x + O(1/x²),

2/(1 + x) = 2/x + O(1/x²).

Hence

G = 2(ln x − 3/2) + 6/x + O(1/x²),

1/F = (1 + 1/x)² = 1 + 2/x + O(1/x²).

In the product, the terms of order 1/x are 6/x + 4(ln x − 3/2)/x = 4 ln x/x. The mean is therefore

⟨E⟩/U = 2(ln x − 3/2) + 4 ln x/x + O(ln x/x²).

The correction vanishes as x → ∞, which proves the fourth statement. For x = 99 the leading term gives 8 eV × (4.595 − 1.5) = 24.8 eV, about 3 % below the full result of 25.5 eV.

The opposite limit shows how strongly the cutoff controls the mean. If E_m ≪ U, the denominator of f is nearly constant and f is proportional to E. Then

⟨E⟩ ≈ ∫₀^(E_m) E² dE / ∫₀^(E_m) E dE = (E_m³/3)/(E_m²/2) = 2E_m/3.

In this limit U has dropped out of the mean altogether.

The logarithm has a direct meaning. Where f ≈ 2U/E², the energy carried between E and 10E is

∫_E^(10E) 2U/E′ dE′ = 2U ln 10.

Each decade of energy contributes the same amount, because the fall in the number of atoms is balanced by the rise in energy per atom. A tail proportional to 1/Eᵖ gives an energy integrand proportional to 1/E^(p−1), whose integral to infinity is finite for p > 2 and infinite for p ≤ 2. The Thompson tail, with p = 2, lies at the border, which is why its divergence is logarithmic.

**A gradual cutoff**

A spectrum that ends abruptly at its largest energy is a crude model. An alternative model multiplies f by

1 − √((E + U)/Λ),

which falls to zero when the internal energy E + U reaches Λ. This factor is taken here as a model assumption. It changes the mean, and the calculation shows which part of the logarithmic law depends on the cutoff.

Let L = Λ/U and again s = (E + U)/U, which now runs from 1 to L. Common constants cancel in the mean, so

⟨E⟩ = U M/N,

N = ∫₁ᴸ (s − 1)/s³ [1 − √(s/L)] ds,

M = ∫₁ᴸ (s − 1)²/s³ [1 − √(s/L)] ds.

The first term of each bracket gives the integrals already found, without their factor 2. For N the second term requires

(1/√L) ∫₁ᴸ (s^(−3/2) − s^(−5/2)) ds
= (1/√L) [−2s^(−1/2) + (2/3)s^(−3/2)]₁ᴸ
= 4/(3√L) − 2/L + 2/(3L²).

Subtracting it from 1/2 − 1/L + 1/(2L²) gives

N = 1/2 − 4/(3√L) + 1/L − 1/(6L²).

For M the second term requires

(1/√L) ∫₁ᴸ (s^(−1/2) − 2s^(−3/2) + s^(−5/2)) ds
= (1/√L) [2s^(1/2) + 4s^(−1/2) − (2/3)s^(−3/2)]₁ᴸ
= 2 − 16/(3√L) + 4/L − 2/(3L²).

Subtracting it from ln L − 3/2 + 2/L − 1/(2L²) gives

M = ln L − 7/2 + 16/(3√L) − 2/L + 1/(6L²).

In the example L = 100. The terms are

M = 4.6052 − 3.5 + 0.5333 − 0.02 + 0.00002 = 1.6185,

N = 0.5 − 0.1333 + 0.01 − 0.00002 = 0.3766,

and the mean is

⟨E⟩ = 4 eV × 1.6185/0.3766 = 17.2 eV,

or 0.632 hartree. It is 8.6 times U/2 and about one third below the sharp-cutoff result. The maximum, located numerically, moves only from 2.00 to 1.93 eV. Two spectra with nearly the same peak can thus have clearly different means. Numerical integration gives 10.2 % of the atoms above 40 eV in this model, and they carry 48.9 % of the energy.

For large L, M → ln L − 7/2 and N → 1/2, so

⟨E⟩ ≈ 2U(ln L − 7/2).

The coefficient 2U of the logarithm is the same as before. The constant has changed from −3/2 to −7/2 because the cutoff factor removes the extra 2 found in the integral for M. The approach to this law is slow. Expanding 1/N = 2[1 + 8/(3√L) + O(1/L)] and multiplying by M gives the next term:

⟨E⟩/U = 2(ln L − 7/2) + (16/(3√L))(ln L − 3/2) + O(ln L/L).

At L = 100 the leading law alone gives 8 eV × (4.605 − 3.5) = 8.8 eV, about half the full 17.2 eV. It shows how the mean grows, but it should not be used for numbers at such a cutoff. The full ratio M/N should be used instead.

Raising Λ in steps of ten at fixed U displays the growth. The larger values explore the mathematics of the formula; they do not claim that the cascade model holds there.

Λ = 400 eV: sharp 25.5 eV, gradual 17.2 eV
Λ = 4000 eV: sharp 43.4 eV, gradual 31.2 eV
Λ = 40 000 eV: sharp 61.7 eV, gradual 47.4 eV
Λ = 400 000 eV: sharp 80.1 eV, gradual 64.8 eV

The limiting rise per decade is 2U ln 10 = 18.4 eV. The sharp cutoff gives rises of 17.9, 18.3 and 18.4 eV; the gradual one gives 14.0, 16.2 and 17.4 eV. The slower approach of the second series reflects its correction of order ln L/√L, compared with ln x/x for the first. The leading law with this correction gives rises of 15.4, 16.4 and 17.5 eV, so in the first decade the higher terms still matter. Neither series levels off.

**What a finite sample shows**

A simulation that draws energies from the untruncated spectrum returns a finite average every time, since a finite set of finite numbers has a finite mean. This can hide the divergence. To draw an energy, set the cumulative fraction equal to a random number u, uniform between 0 and 1:

[E/(E + U)]² = u, so E = U√u/(1 − √u).

The fraction of atoms above E is

1 − [E/(E + U)]² = (2UE + U²)/(E + U)² ≈ 2U/E for E ≫ U.

Among n draws, about one is expected above the energy at which n × 2U/E = 1, which is E = 2Un. The sample therefore acts roughly as if the spectrum were cut at an energy proportional to n. By the logarithmic law, a typical average should rise by about 2U ln 10 for each tenfold increase of n. This is an estimate, not a proof, and it fixes the rise but not the level: a sharp cut at 2Un gives means about 14 eV below the medians listed next, which correspond to a cut near 12Un.

Random draws with U = 4 eV, repeated 2000 times for each sample size, gave these medians of the sample average:

n = 100: 45.3 eV
n = 1000: 63.0 eV
n = 10 000: 80.7 eV

Both rises are 17.7 eV, about 4 % below the estimated 18.4 eV. Each median carries a random error of about 0.7 eV, so the difference is noise. Inverting the characteristic function of the sample average gives the medians without sampling: 44.43, 62.99 and 81.45 eV, with both rises near 18.5 eV. More draws do not bring the average closer to a fixed value; they sample more of the tail. The cure is to put the physical cutoff into the distribution before drawing from it.

**Flux average and density average**

The divergence belongs to the average per atom crossing a plane. The atoms present at one instant in a small volume outside the target are weighted differently. A flux through a plane equals density times normal velocity, so the density spectrum follows on dividing by v cosθ, with v ∝ √E. The angular factor cancels, leaving

n(E) ∝ √E/(E + U)³.

Slow atoms count for more here because they stay longer in the volume. The tail falls as E^(−5/2), faster than 1/E², and the mean is finite. To find it, put E = U tan²φ, so that E + U = U/cos²φ and dE = 2U tanφ dφ/cos²φ. Then

∫₀^∞ √E/(E + U)³ dE = 2U^(−3/2) ∫₀^(π/2) sin²φ cos²φ dφ = (π/8)U^(−3/2),

∫₀^∞ E^(3/2)/(E + U)³ dE = 2U^(−1/2) ∫₀^(π/2) sin⁴φ dφ = (3π/8)U^(−1/2).

Their ratio is 3U, or 12 eV in the example. The maximum follows from setting the derivative of ln n(E) to zero:

1/(2E) − 3/(E + U) = 0, so E = U/5,

which is 0.8 eV. Even for this spectrum, mode and mean differ by a factor of 15.

The kinetic energy delivered to a surface is the arrival rate times the flux average, so the kinetic part of a film's heat load calls for the flux average with its cutoff. The value 3U describes the untruncated density spectrum and cannot replace it.

**Where the model stops**

These results hold for the stated spectrum and cutoffs. The example with 500 eV ions illustrates the formulas; it is not a prediction for a particular target. If the ion energy is so low that few collisions precede emission, an isotropic cascade with a 1/Eᵢ² law is no longer a sound assumption, and the tail must be found in another way. If the atoms collide with a gas on their way to the film, the arriving spectrum differs from the emitted one. In either case the mean must be computed from the spectrum that applies, including its high-energy end. The position of the peak does not determine it.
